# Guiding centres, Landau degeneracy and gauge relations for Dirac spinors

## 1. The lowest level

An electron of charge $-e$ (with $e>0$) and mass $M$ moves in a uniform field $B>0$ along $z$. Its Hamiltonian is

$$H=c\,\boldsymbol\alpha\cdot\boldsymbol\Pi+\beta Mc^2,\qquad \boldsymbol\Pi=\mathbf p+e\mathbf A .$$

In the standard representation, $\beta=\mathrm{diag}(1,1,-1,-1)$ and $\boldsymbol\alpha$ couples the upper and lower pairs of components through the Pauli matrices $\boldsymbol\sigma$.

Take $p_z=0$ and try the spinor $(0,f,0,0)$. The mass term gives $Mc^2(0,f,0,0)$. The other term puts $c(\Pi_x-i\Pi_y)f$ in the third component and nothing in the fourth. The spinor therefore has energy $Mc^2$ if

$$(\Pi_x-i\Pi_y)f=0 .$$

In the symmetric gauge $\mathbf A=\tfrac B2(-y,x,0)$, write $w=x+iy$, $\partial_w=\tfrac12(\partial_x-i\partial_y)$ and $l^2=\hbar/(eB)$. The condition becomes

$$-i\hbar\left(2\partial_w+\frac{\bar w}{2l^2}\right)f=0,\qquad f=g(\bar w)\,e^{-|w|^2/4l^2},$$

with any polynomial $g$. One energy has infinitely many states. For $g=\bar w^m$ the density $r^{2m}e^{-r^2/2l^2}$ peaks where $2m/r=r/l^2$, at $r^2=2ml^2$. Successive peaks enclose an extra area $2\pi l^2$, which suggests one state per area $2\pi l^2=2\pi\hbar/(eB)$.

This estimate uses one level, one gauge and $p_z=0$. The operators below remove these restrictions.

## 2. Operators for the orbit centre

Use any gauge with $A_z=0$ that gives the uniform field. Then $\partial_zA_x=\partial_zA_y=0$, so $\Pi_z=p_z$ commutes with $\Pi_x$ and $\Pi_y$. Also

$$[\Pi_x,\Pi_y]=e[p_x,A_y]+e[A_x,p_y]=-i\hbar e(\partial_xA_y-\partial_yA_x)=-i\hbar eB .$$

Classically, the force $-e\mathbf v\times\mathbf B$ gives $\dot\Pi_x=-eB\dot y$ and $\dot\Pi_y=eB\dot x$. The following combinations are therefore constant:

$$X=x-\frac{\Pi_y}{eB},\qquad Y=y+\frac{\Pi_x}{eB}.$$

They are the coordinates of the orbit centre. As quantum operators they satisfy

$$[X,\Pi_x]=i\hbar-\frac{[\Pi_y,\Pi_x]}{eB}=i\hbar-i\hbar=0,\qquad [X,\Pi_y]=0,$$

$$[Y,\Pi_y]=i\hbar+\frac{[\Pi_x,\Pi_y]}{eB}=i\hbar-i\hbar=0,\qquad [Y,\Pi_x]=0 .$$

Both also commute with $p_z$ and with the constant matrices $\boldsymbol\alpha,\beta$. Since $H$ is built from these objects,

$$[H,X]=[H,Y]=0 .$$

No spin correction is needed. The position itself is not conserved, because $[H,x]=c\alpha_x[p_x,x]=-i\hbar c\alpha_x$.

The two centre coordinates do not commute with each other:

$$[X,Y]=\frac{[x,\Pi_x]}{eB}-\frac{[\Pi_y,y]}{eB}-\frac{[\Pi_y,\Pi_x]}{(eB)^2}
=\frac{i\hbar+i\hbar-i\hbar}{eB}=il^2 .$$

Hence $\Delta X\,\Delta Y\ge l^2/2$. One may label states by $X$, or by the distance of the centre from the origin, but not by $X$ and $Y$ together.

## 3. Internal motion and spinors

Define two lowering operators,

$$a=\frac{l}{\sqrt2\,\hbar}(\Pi_x-i\Pi_y),\qquad b=\frac{X+iY}{\sqrt2\,l}.$$

Their commutators are

$$[a,a^\dagger]=\frac{l^2}{2\hbar^2}\,2i[\Pi_x,\Pi_y]=1,\qquad
[b,b^\dagger]=\frac{-2i[X,Y]}{2l^2}=1 .$$

Every $a$-type operator commutes with every $b$-type operator. Multiplying out $b^\dagger b$ gives $(X^2+Y^2+i[X,Y])/(2l^2)$, so

$$X^2+Y^2=l^2(2b^\dagger b+1).$$

With $\kappa=\sqrt2\,\hbar/l$, so that $\kappa^2=2\hbar eB$,

$$\boldsymbol\sigma\cdot\boldsymbol\Pi=\begin{pmatrix}p_z&\kappa a\\ \kappa a^\dagger&-p_z\end{pmatrix},\qquad
(\boldsymbol\sigma\cdot\boldsymbol\Pi)^2=p_z^2+\kappa^2\begin{pmatrix}aa^\dagger&0\\0&a^\dagger a\end{pmatrix}.$$

The off-diagonal terms cancel because $p_z$ commutes with $a$. Since $aa^\dagger=a^\dagger a+1$, the eigenvalue $p_z^2+n\kappa^2$ belongs to $(|n-1\rangle,0)$ and $(0,|n\rangle)$, where $|n\rangle$ is an eigenstate of $a^\dagger a$. For $n=0$ only the second exists. The anticommutation of $\beta$ with $\boldsymbol\alpha$ gives $H^2=c^2(\boldsymbol\sigma\cdot\boldsymbol\Pi)^2+M^2c^4$ in each pair, hence

$$E_n=\sqrt{M^2c^4+c^2p_z^2+2n\hbar eBc^2},\qquad n=0,1,2,\dots$$

for positive energy. From an upper pair $\varphi$, the second row of the Dirac equation gives the lower pair $\chi=c\,\boldsymbol\sigma\cdot\boldsymbol\Pi\,\varphi/(E_n+Mc^2)$. The first row then holds, since

$$c\,\boldsymbol\sigma\cdot\boldsymbol\Pi\,\chi=\frac{E_n^2-M^2c^4}{E_n+Mc^2}\varphi=(E_n-Mc^2)\varphi .$$

The squared norm is $1+(E_n-Mc^2)/(E_n+Mc^2)=2E_n/(E_n+Mc^2)$. Put $D=E_n+Mc^2$ and $N=\sqrt{D/2E_n}$. The normalized spinors are

$$\Psi_\uparrow=N\begin{pmatrix}|n-1\rangle\\0\\(cp_z/D)\,|n-1\rangle\\(c\kappa\sqrt n/D)\,|n\rangle\end{pmatrix},\qquad
\Psi_\downarrow=N\begin{pmatrix}0\\|n\rangle\\(c\kappa\sqrt n/D)\,|n-1\rangle\\-(cp_z/D)\,|n\rangle\end{pmatrix},$$

times $e^{ip_zz/\hbar}$. The arrows name the upper pair used to build the state; for $n\ge1$ the whole spinor contains both spin directions. For $n=0$ use $\Psi_\downarrow$ alone.

For $E=-E_n$, start from the lower pair and take $\varphi=-c\,\boldsymbol\sigma\cdot\boldsymbol\Pi\,\chi/D$. The number of states is the same.

All four components may be multiplied by the same guiding-centre state, because $\boldsymbol\sigma\cdot\boldsymbol\Pi$ does not act on it. This fact carries both the counting and the gauge relation.

## 4. Landau gauge and the degeneracy

In $\mathbf A_L=(0,Bx,0)$ one has $\Pi_y=p_y+eBx$, so $X=-p_y/(eB)$. An eigenfunction of $X$ is a plane wave $e^{-iXy/l^2}$ in $y$. From here on, $X$ inside a function denotes the eigenvalue. On such a wave

$$a=-\frac{i}{\sqrt2}\left(l\partial_x+\frac{x-X}{l}\right),$$

which is $-i$ times the usual oscillator lowering operator. Let

$$h_n(s)=\frac{H_n(s/l)\,e^{-s^2/2l^2}}{\sqrt{2^nn!\sqrt\pi\,l}}$$

with $H_n$ the Hermite polynomial. The orbitals are

$$u_{n,X}(x,y)=\frac{i^n}{\sqrt{2\pi l^2}}\,h_n(x-X)\,e^{-iXy/l^2}.$$

The factor $i^n$ cancels the $-i$ and ensures $a\,u_{n,X}=\sqrt n\,u_{n-1,X}$. Dropping it would spoil the relative phase of the spinor components. The normalization is $\langle u_{n,X}|u_{n',X'}\rangle=\delta_{nn'}\delta(X-X')$. A Fourier transform in $y$ followed by a Hermite expansion in $x$ represents any square-integrable function, so no states are missing.

Since $X$ is continuous, count states by their local density. For one internal label, meaning fixed $n$, energy sign, $p_z$ and arrow,

$$\int dX\,|u_{n,X}|^2=\frac1{2\pi l^2}\int dX\,h_n(x-X)^2=\frac1{2\pi l^2}.$$

The squared spinor coefficients add to one, so also

$$\int dX\,\Psi_X^\dagger\Psi_X=\frac{1}{2\pi l^2}=\frac{eB}{2\pi\hbar}$$

at every point of the plane. (The plane wave in $z$ has unit modulus here.)

A periodic strip gives the same number. With period $L_y$, the wave number is $2\pi j/L_y$ for integer $j$, and neighbouring centres are $2\pi l^2/L_y$ apart. A width $L_x$ then holds $L_xL_y/(2\pi l^2)$ centres, apart from edge corrections.

The quantity $eB/(2\pi\hbar)$ is thus the density **per internal label**. At fixed $p_z$ and energy sign it is the full density of level $n=0$, but each level $n\ge1$ has twice as many states. If the level $n$ and the energy are fixed instead of $p_z$, both $p_z$ and $-p_z$ contribute (when $p_z\ne0$). If only the energy is fixed, other levels that reach it with a different $|p_z|$ contribute too.

A numerical test diagonalized a lattice version of $\Pi_x^2+\Pi_y^2$ on a torus and then added the spin term $\pm\hbar eB$ to obtain $(\boldsymbol\sigma\cdot\boldsymbol\Pi)^2$ at $p_z=0$. It checks the number of states per orbital level; the doubling for $n\ge1$ follows from the added spin term. With 6 flux quanta, levels $n=0,1,2$ held 6, 12 and 12 states; with 9 they held 9, 18 and 18.

The weak-field limit provides another check. For large $n$ at fixed $p_z$, $E\,dE=\hbar eBc^2\,dn$. Two arrow labels give the density per area and energy

$$2\,\frac{eB}{2\pi\hbar}\,\frac{E}{\hbar eBc^2}=\frac{E}{\pi\hbar^2c^2}.$$

Free transverse motion with two spin states gives $2\cdot2\pi p\,dp/(2\pi\hbar)^2=p\,dp/(\pi\hbar^2)$. Since $p\,dp=E\,dE/c^2$, the results agree. The field gathers the states into levels without changing their average density.

## 5. From one gauge to the other

The symmetric potential is $\mathbf A_S=\mathbf A_L+\nabla\Lambda$ with $\Lambda=-Bxy/2$. Let

$$U=e^{-ie\Lambda/\hbar}=e^{ixy/2l^2}.$$

Because $U\mathbf pU^\dagger=\mathbf p+e\nabla\Lambda$, one finds $U\boldsymbol\Pi_LU^\dagger=\boldsymbol\Pi_S$. Thus $U$ carries $H$, $X$ and $Y$ from the Landau to the symmetric gauge, and $U\Psi_{n,X}$ solves the symmetric-gauge Dirac equation.

This phase does not change which guiding-centre state is occupied: $U\Psi_{n,X}$ still has a sharp $X$. It is not an angular-momentum state. For $f=Uu_{0,X}$, differentiation gives

$$\frac{L_zf}{\hbar f}=\frac{x(x/2-X)-y^2/2-iy(x-X)}{l^2},$$

which depends on position.

To obtain angular-momentum states, superpose different $X$. In the Landau gauge $Y=y-il^2\partial_x$, and direct differentiation shows $Y u_{n,X}=il^2\partial_Xu_{n,X}$. For a decaying weight $g(X)$, integration by parts gives

$$Y\int dX\,g\,u_{n,X}=\int dX\,(-il^2g')\,u_{n,X}.$$

On weights, therefore, $b$ acts as $(X+l^2\partial_X)/(\sqrt2\,l)$, the ordinary oscillator lowering operator. The eigenstates of $b^\dagger b$ with eigenvalue $m$ have weight $h_m(X)$. The same weight serves every component:

$$\boxed{\Psi^S_{n,m}(x,y)=e^{ixy/2l^2}\int_{-\infty}^{\infty}dX\,h_m(X)\,\Psi^L_{n,X}(x,y)}$$

Completeness of the $h_m$ gives the inverse,

$$e^{ixy/2l^2}\,\Psi^L_{n,X}=\sum_{m=0}^\infty h_m(X)\,\Psi^S_{n,m}.$$

## 6. Closed form of the symmetric orbitals

Let $F_{n,m}$ be the orbital obtained from this integral. For $n=m=0$, set $X=x/2+s$. Then $X^2+(x-X)^2=x^2/2+2s^2$, the phase $e^{-ixy/2l^2}$ cancels $U$, and

$$F_{0,0}=\frac{e^{-x^2/4l^2}}{\sqrt{2\pi l^2}}\int\frac{ds}{\sqrt\pi\,l}\,e^{-s^2/l^2-isy/l^2}
=\frac{e^{-|w|^2/4l^2}}{\sqrt{2\pi l^2}}\equiv G .$$

The other orbitals are $F_{n,m}=(a^\dagger)^n(b^\dagger)^mG/\sqrt{n!\,m!}$. In the symmetric gauge

$$b^\dagger=\frac1{\sqrt2}\left(\frac{\bar w}{2l}-2l\partial_w\right),\qquad
a^\dagger=-\frac{i}{\sqrt2}\left(2l\partial_{\bar w}-\frac{w}{2l}\right).$$

Set $\zeta=w/(\sqrt2\,l)$. Acting on a polynomial in $\bar\zeta$ times $G$, $b^\dagger$ multiplies by $\bar\zeta$. Acting on any polynomial $q(\zeta,\bar\zeta)$ times $G$, $a^\dagger$ gives $i[(\zeta-\partial_{\bar\zeta})q]G$. As $\zeta$ and $\partial_{\bar\zeta}$ commute, the binomial theorem yields

$$F_{n,m}=\frac{i^n\,G}{\sqrt{n!\,m!}}\sum_{k=0}^{\min(n,m)}\frac{(-1)^k\,n!\,m!}{k!\,(n-k)!\,(m-k)!}\,\zeta^{n-k}\bar\zeta^{\,m-k}.$$

For $n\ge m$, reversing the sum through $k=m-j$ turns it into a generalized Laguerre polynomial:

$$F_{n,m}=i^n(-1)^m\sqrt{\frac{m!}{n!}}\;\zeta^{n-m}L_m^{(n-m)}(|\zeta|^2)\,G .$$

For $n<m$, exchange $n$ and $m$ everywhere except in $i^n$, and replace $\zeta$ by $\bar\zeta$ in the power.

Every term of $F_{n,m}$ has the angular factor $e^{i(n-m)\theta}$, so $L_z=\hbar(n-m)$. In the spinor, orbital $n-1$ occurs with spin $+\hbar/2$ and orbital $n$ with $-\hbar/2$. All components therefore share

$$J_z=\hbar\left(n-m-\tfrac12\right).$$

To implement the spinor, insert $F_{n-1,m}$ for $|n-1\rangle$ and $F_{n,m}$ for $|n\rangle$, with the same $m$. If the integral is used instead, a grid extending well past the turning points $|X|=\sqrt{2m+1}\,l$ of $h_m$ is wide enough for a small absolute error. A small relative error far out in the Gaussian tail of $F_{n,m}$ needs a grid that also reaches toward $x$; for $n=m=0$ the integrand peaks at $X=x/2$. Its step must resolve the oscillations of both oscillator functions, $h_m(X)$ and $h_n(x-X)$, as well as the period $2\pi l^2/|y|$ of the plane-wave factor.

## 7. A free electron in 10 T

For $B=10$ T the magnetic length is $l=8.113$ nm. The density per internal label is the field divided by the flux quantum $h/e=2\pi\hbar/e$:

$$\frac{10\ \mathrm T}{4.135668\times10^{-15}\ \mathrm{Wb}}=2.41799\times10^{15}\ \mathrm{m^{-2}}.$$

An area of $1\ \mu\mathrm m^2$ holds about 2418 states in level $n=0$ and 4836 in level $n=1$, at fixed $p_z$ and positive energy. These levels are those of the Hamiltonian in Section 1. It leaves out the electron's small anomalous magnetic moment, which splits level $n=1$ by about $1.3\ \mu$eV at $p_z=0$.

The level spacing is best computed without subtracting two large energies:

$$E_1-E_0=\frac{2\hbar eBc^2}{E_1+E_0}.$$

It is 1.1577 meV at $p_z=0$ and 0.8186 meV at $p_z=Mc$. The field term barely changes the denominator, which grows by $\sqrt2$ between the two cases; indeed $1.1577/\sqrt2=0.8186$. Motion along the field reduces the spacing but leaves the density of centres unchanged.

At $p_z=Mc$, $D=722.662+510.999=1233.661$ keV. For $n=1$ the spinor $\Psi_\uparrow$ has

$$N=\sqrt{\frac{1233.661}{2\times722.662}}=0.92388,\qquad N\frac{cp_z}{D}=0.92388\times\frac{510.999}{1233.661}=0.38268,$$

in components 1 and 3, and $2.576\times10^{-5}$ in component 4. The large third component comes from the momentum along the field; the small fourth comes from transverse motion.

For $m=2$ the rms guiding radius is $\sqrt5\,l=18.14$ nm, and the $n=1$ spinor has $J_z=-\tfrac32\hbar$. At $x=l$, $y=l/2$, the finite sum gives

$$lF_{0,2}=0.07739-0.10319\,i,\qquad lF_{1,2}=-0.10033-0.20066\,i .$$

The superposition of Landau orbitals reproduces both values to the six decimals printed in the numerical output.

## 8. Where the result changes

A potential energy $V(x,y)$ added to $H$ gives

$$[X,V]=\frac{i\hbar}{eB}\,\partial_yV,\qquad [Y,V]=-\frac{i\hbar}{eB}\,\partial_xV .$$

A potential depending on $x$ alone preserves $X$ but not $Y$, and the energy can then depend on $X$. Walls act similarly, so the count applies far from edges. In a nonuniform field $B(x,y)>0$ along $z$, $[\Pi_x,\Pi_y]$ varies with position and the cancellations of Section 2 fail, so the levels $n\ge1$ generally broaden. The level $n=0$ is an exception. With $\nabla^2\phi=B$ and $\mathbf A=(-\partial_y\phi,\partial_x\phi,0)$, the condition $(\Pi_x-i\Pi_y)f=0$ of Section 1 is solved by $f=g(\bar w)\,e^{-e\phi/\hbar}$, so these states keep the energy $Mc^2$ at $p_z=0$.

A uniform extra moment term proportional to $\beta\Sigma_z$, with $\Sigma_z=\mathrm{diag}(1,-1,1,-1)$, still commutes with $X$ and $Y$. The density per internal label survives. At $p_z=0$, however, $\Psi_\uparrow$ and $\Psi_\downarrow$ have $\beta\Sigma_z=+1$ and $-1$, so the two copies of each level $n\ge1$ separate.

Finally, for $M=0$ and $p_z=0$ the states $E=\pm Mc^2$ of level $n=0$ merge at zero energy. The energy sign no longer labels them, the zero level has two copies, and the formulas with $D=0$ cannot be used. The spinors $(0,F_{0,m},0,0)$ and $(0,0,0,F_{0,m})$ then serve directly.

## Computed results

```
magnetic field B = 10.0 T
magnetic length l = 8.1130 nm
flux quantum h/e = 4.135668e-15 Wb
guiding-centre density eB/(2 pi hbar) = 2.41799e+15 m^-2
area per guiding-centre state = 413.567 nm^2
chosen area = 1.0 um^2
states in area, level n=0, fixed p_z, E>0 = 2418.0
states in area, level n=1, fixed p_z, E>0 = 4836.0
electron rest energy = 510.999 keV
E_1 - E_0 at p_z = 0: 1.15768 meV
E_1 - E_0 at p_z = Mc: 0.81860 meV
E_1 at p_z = Mc: 722.662 keV
n=1 spin-up-label spinor at p_z = Mc, coefficients:
  component 1 (orbital 0): 0.923880
  component 3 (orbital 0): 0.382683
  component 4 (orbital 1): 2.5760e-05
rms guiding radius for m=2: 18.141 nm
sample point x/l, y/l = 1.0, 0.5
l*F(orbital 0, m=2), Landau sum: 0.077394 -0.103192 i
l*F(orbital 0, m=2), Laguerre:   0.077394 -0.103192 i
l*F(orbital 1, m=2), Landau sum: -0.100331 -0.200662 i
l*F(orbital 1, m=2), Laguerre:   -0.100331 -0.200662 i
l^2 * local density, symmetric basis: 0.15915494, 0.15915494
l^2 * local density, Landau basis:    0.15915494, 0.15915494
1/(2 pi) = 0.15915494
torus with 6 flux quanta, states in n=0,1,2: 6, 12, 12
torus with 9 flux quanta, states in n=0,1,2: 9, 18, 18
largest Dirac-equation residual: 1.4e-15
largest J_z residual: 7.6e-16
largest gauge-relation error: 6.8e-15
largest inverse-relation error: 5.4e-16
L_z f/f for one moved strip state, point 1: -0.3650 +0.0500 i
L_z f/f for one moved strip state, point 2: -0.7250 +0.5500 i
```
